# Radiative Recombination into Dirac 1s: Detailed Balance and Forward Spin-Flip Emission: test program

```python
"""
Radiative recombination of a free electron into the Dirac 1s state.

Results under test (Hartree atomic units, c = 1/alpha):
  dsigma_RR(theta) = 2 (k/p)^2 dsigma_PI(theta)      (detailed balance)
  dsigma_RR(0)     = 4 omega E |S|^2 / (c^3 p^3)     (spin flip only)
RR: recombination with a bare nucleus, averaged over the electron spin and
summed over final states. PI: photoionization of one 1s electron, averaged
over its spin and the photon polarization. p, E: electron momentum and total
energy; k, omega: photon momentum and energy; theta: angle between p and k.
S: forward radial sum over kappa, split into electric and magnetic multipoles.
Spinors are (P Omega_kappa, i Q Omega_-kappa)/r; P0, Q0 belong to 1s.
"""
from math import factorial
from types import SimpleNamespace
import numpy as np
import mpmath as mp
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.special import gammaln, loggamma, lpmv, spherical_jn

c = 1.0 / const.fine_structure
pi = np.pi
HALVES = (0.5, -0.5)


def ell(kappa):
    return kappa if kappa > 0 else -kappa - 1


def harmonic(l, m, x):
    """Spherical harmonic at azimuth zero, x = cos(polar angle)."""
    a = abs(m)
    if a > l:
        return np.zeros_like(x)
    norm = np.sqrt((2*l + 1) / (4*pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, x)
    return y * (-1)**a if m < 0 else y


def omega_spinor(kappa, mu, x):
    """Two components of the spherical spinor at azimuth zero."""
    l = ell(kappa)
    plus = np.sqrt((l + mu + 0.5) / (2*l + 1))
    minus = np.sqrt((l - mu + 0.5) / (2*l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return np.array([up * harmonic(l, int(round(mu - 0.5)), x),
                     down * harmonic(l, int(round(mu + 0.5)), x)])


def continuum(Z, p, kappa, r):
    """Radial P, Q (unit plane-wave normalization) and phase Delta."""
    E = c * np.sqrt(p*p + c*c)
    kinetic = c*c*p*p / (E + c*c)
    nu = Z * E / (c*c*p)
    g = np.sqrt(kappa**2 - (Z/c)**2)
    eta = 0.5 * np.angle((-kappa + 1j*Z/p) / (g + 1j*nu))
    lg = loggamma(g + 1j*nu)
    norm = np.exp(pi*nu/2 + lg.real - gammaln(2*g + 1))
    f = np.array([complex(mp.hyp1f1(mp.mpc(g + 1, nu), 2*g + 1,
                                    mp.mpc(0, 2*p*float(s)))) for s in r])
    phi = (norm * np.exp(1j*eta) * (g + 1j*nu) * (2*p*r)**g
           * np.exp(-1j*p*r) * f)
    delta = eta - pi*g/2 - lg.imag + (ell(kappa) + 1)*pi/2
    P = np.sqrt((E + c*c) / (2*E)) * phi.real
    Q = -np.sqrt(kinetic / (2*E)) * phi.imag
    return P, Q, delta


def make_system(Z, p, kmax):
    s = SimpleNamespace(Z=Z, p=p, kmax=kmax)
    zeta = Z / c
    g0 = np.sqrt(1 - zeta**2)
    s.E = c * np.sqrt(p*p + c*c)
    s.T = c*c*p*p / (s.E + c*c)
    s.binding = Z*Z / (1 + g0)
    s.omega = s.T + s.binding
    s.k = s.omega / c
    t, w = leggauss(80)
    t, w = (t + 1)/2, w/2
    rmax = 30.0 / Z
    s.r, s.wr = rmax * t**2, 2*rmax*t*w
    q = -zeta / (1 + g0)
    norm = np.exp(0.5*((2*g0 + 1)*np.log(2*Z) - gammaln(2*g0 + 1)))
    s.P0 = norm / np.sqrt(1 + q*q) * s.r**g0 * np.exp(-Z*s.r)
    s.Q0 = q * s.P0
    s.kappas = [sg*n for n in range(1, kmax + 1) for sg in (-1, 1)]
    s.wave = {kap: continuum(Z, p, kap, s.r) for kap in s.kappas}
    s.x, s.wx = leggauss(48)
    return s


def forward_terms(s):
    """Forward radial sum by kappa: full term and its magnetic part."""
    full, magnetic = {}, {}
    for kap in s.kappas:
        P, Q, delta = s.wave[kap]
        jd = spherical_jn(ell(kap), s.k*s.r, derivative=True)
        jb = spherical_jn(ell(-kap), s.k*s.r)
        ph = np.exp(1j*delta)
        full[kap] = abs(kap)*ph*np.sum(
            s.wr*(s.Q0*P*jd + np.sign(kap)*s.P0*Q*jb))
        magnetic[kap] = 0.5*(kap - 1)*ph*np.sum(
            s.wr*jb*(s.P0*Q + s.Q0*P))
    return full, magnetic


def forward_cross_section(s, S):
    return 4*s.omega*s.E*abs(S)**2 / (c**3 * s.p**3)


def absorption_amplitudes(s):
    """Photon on the z axis, helicity +1, into spherical waves."""
    kernel = (np.exp(1j*s.k*np.outer(s.r, s.x))
              * s.wr[:, None] * s.wx[None, :])
    amp = {}
    for mu0 in HALVES:
        mu = mu0 + 1
        low = omega_spinor(1, mu0, s.x)[1]
        upp = omega_spinor(-1, mu0, s.x)[1]
        for kap in s.kappas:
            if abs(kap) < mu + 0.5:
                continue
            P, Q, _ = s.wave[kap]
            a = (P*s.Q0) @ kernel @ (omega_spinor(kap, mu, s.x)[0]*low)
            b = (Q*s.P0) @ kernel @ (omega_spinor(-kap, mu, s.x)[0]*upp)
            amp[mu0, kap] = -2j*pi*np.sqrt(2)*(a - b)
    return amp


def photo_total(s, amp):
    """Golden rule with energy-normalized spherical waves."""
    energy_norm = 2*s.E / (pi*c*c*s.p)
    strength = sum(abs(a)**2 for a in amp.values()) * energy_norm
    return 0.5 * 4*pi**2*c/s.omega * strength


def photo_differential(s, amp, theta):
    x = np.array([np.cos(theta)])
    total = 0.0
    for mu0 in HALVES:
        M = np.zeros(2, complex)
        for (m0, kap), a in amp.items():
            if m0 == mu0:
                M += ((-1j)**ell(kap) * np.exp(1j*s.wave[kap][2]) * a
                      * omega_spinor(kap, mu0 + 1, x)[:, 0])
        total += np.sum(abs(4*pi/s.p*M)**2)
    return 0.5 * s.p*s.E/(2*pi*s.omega*c) * total


SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def transition_currents(s, nphi=40):
    """1s^dagger alpha_j psi(+) on a 3D grid, electron along z."""
    s.phi = 2*pi*np.arange(nphi)/nphi
    weight = s.wr[:, None]*s.wx[None, :]*2*pi/nphi
    shape = (len(s.r), len(s.x), nphi)
    J = np.zeros((2, 2, 3) + shape, complex)
    one = np.array([1.0])
    for im, m in enumerate(HALVES):
        u = np.zeros((2,) + shape[:2], complex)
        v = np.zeros_like(u)
        for kap in s.kappas:
            P, Q, delta = s.wave[kap]
            coef = (4*pi/s.p * 1j**ell(kap) * np.exp(1j*delta)
                    * omega_spinor(kap, m, one)[im, 0])
            ou = omega_spinor(kap, m, s.x)
            ov = omega_spinor(-kap, m, s.x)
            u += coef * P[None, :, None] * ou[:, None, :]
            v += 1j*coef * Q[None, :, None] * ov[:, None, :]
        for iu, mu in enumerate(HALVES):
            u0 = s.P0[None, :, None]*omega_spinor(-1, mu, s.x)[:, None, :]
            v0 = 1j*s.Q0[None, :, None]*omega_spinor(1, mu, s.x)[:, None, :]
            for a in range(2):
                for b in range(2):
                    d = (np.conj(u0[a])*v[b] + np.conj(v0[a])*u[b])*weight
                    turn = (m - HALVES[b]) - (mu - HALVES[a])
                    d3 = d[:, :, None]*np.exp(1j*turn*s.phi)
                    for j in range(3):
                        if SIGMA[j, a, b] != 0:
                            J[iu, im, j] += SIGMA[j, a, b]*d3
    return J


def emission_amplitudes(s, J, theta):
    """Array [helicity, final mu, initial m] by direct quadrature."""
    st = np.sqrt(1 - s.x**2)
    direction = (np.sin(theta)*st[:, None]*np.cos(s.phi)[None, :]
                 + np.cos(theta)*s.x[:, None])
    wave = np.exp(-1j*s.k*s.r[:, None, None]*direction[None])
    B = (J.reshape(12, -1) @ wave.ravel()).reshape(2, 2, 3)
    e1 = np.array([np.cos(theta), 0, -np.sin(theta)])
    e2 = np.array([0, 1, 0])
    eps = [-(e1 + 1j*e2)/np.sqrt(2), (e1 - 1j*e2)/np.sqrt(2)]
    return np.array([B @ np.conj(e) for e in eps])


def recombination(s, J, theta):
    """Spin-flip and non-flip differential cross sections."""
    M2 = np.sum(abs(emission_amplitudes(s, J, theta))**2, axis=0)
    pref = 0.5*s.omega*s.E/(2*pi*c**3*s.p)
    return pref*(M2[0, 1] + M2[1, 0]), pref*(M2[0, 0] + M2[1, 1])


def magnetic_field_amplitude(s, J):
    """Forward flip amplitude with only magnetic multipoles kept."""
    az = np.zeros((len(s.r), len(s.x)), complex)
    ap, am = np.zeros_like(az), np.zeros_like(az)
    for L in range(1, s.kmax + 3):
        ll = L*(L + 1)
        rad = (-1j**L*np.sqrt(2*pi*(2*L + 1)/ll)
               * spherical_jn(L, s.k*s.r))
        az += np.outer(rad, harmonic(L, 1, s.x))
        ap += np.outer(rad, np.sqrt(ll - 2)*harmonic(L, 2, s.x))
        am += np.outer(rad, np.sqrt(ll)*harmonic(L, 0, s.x))
    z3 = az[:, :, None]*np.exp(1j*s.phi)
    p3 = ap[:, :, None]*np.exp(2j*s.phi)
    m3 = am[:, :, None]*np.ones_like(s.phi)
    field = np.array([(p3 + m3)/2, (p3 - m3)/2j, z3])
    return np.sum(np.conj(field)*J[1, 0])


# ---- thallium: bare nucleus capturing an electron into 1s ----
T_input = 8000.0
p_input = np.sqrt(T_input*(T_input + 2*c*c))/c
tl = make_system(81, p_input, 18)
assert abs(np.sum(tl.wr*(tl.P0**2 + tl.Q0**2)) - 1) < 1e-9

# spherical spinor phase convention: sigma_r Omega_kappa = -Omega_-kappa
xs = np.array([-0.7, 0.2, 0.6])
sn = np.sqrt(1 - xs**2)
for kap in (-3, -1, 2):
    o = omega_spinor(kap, 0.5, xs)
    rotated = np.array([xs*o[0] + sn*o[1], sn*o[0] - xs*o[1]])
    assert np.allclose(rotated, -omega_spinor(-kap, 0.5, xs), atol=1e-12)

# radial Dirac equations by finite differences, then the asymptotic phase
for kap in (-2, 1, 3):
    r0, h = 0.02, 1e-5
    P, Q, delta = continuum(81, tl.p, kap, np.array([r0 - h, r0, r0 + h]))
    V = -81/r0
    dP = -kap/r0*P[1] + (tl.E + c*c - V)/c*Q[1]
    dQ = kap/r0*Q[1] - (tl.T - V)/c*P[1]
    scale = abs(dP) + abs(dQ)
    assert abs((P[2] - P[0])/(2*h) - dP) < 1e-5*scale
    assert abs((Q[2] - Q[0])/(2*h) - dQ) < 1e-5*scale
    far = np.array([4000.0, 4000.7, 4001.4])/tl.p
    P, Q, delta = continuum(81, tl.p, kap, far)
    nu = 81*tl.E/(c*c*tl.p)
    arg = tl.p*far + nu*np.log(2*tl.p*far) - ell(kap)*pi/2 + delta
    # remaining difference is of order kappa^2/(p r)
    assert np.allclose(P/np.sqrt((tl.E + c*c)/(2*tl.E)), np.sin(arg),
                       atol=5e-3)

full, magnetic = forward_terms(tl)
S, S_mag = sum(full.values()), sum(magnetic.values())
S_el = S - S_mag
S_short = sum(v for kap, v in full.items() if abs(kap) <= tl.kmax - 3)
convergence = abs(S_short/S - 1)
assert convergence < 1e-3

J = transition_currents(tl)
front = emission_amplitudes(tl, J, 0.0)
closed = -np.sqrt(8*pi)/tl.p*S
assert abs(front[0, 1, 0] - closed) < 1e-7*abs(closed)
forbidden = abs(front).copy()
forbidden[0, 1, 0] = forbidden[1, 0, 1] = 0
assert forbidden.max() < 1e-9*abs(closed)
mag_direct = magnetic_field_amplitude(tl, J)
assert abs(mag_direct + np.sqrt(8*pi)/tl.p*S_mag) < 1e-7*abs(closed)
assert abs(S_el)**2 > 0.01*abs(S)**2

photo = absorption_amplitudes(tl)
factor = 2*(tl.k/tl.p)**2
angles = (0, 30, 60, 90, 120, 150, 180)
table, worst = [], 0.0
for deg in angles:
    th = np.radians(deg)
    flip, keep = recombination(tl, J, th)
    pi_value = photo_differential(tl, photo, th)
    worst = max(worst, abs((flip + keep)/(factor*pi_value) - 1))
    table.append((deg, flip, keep, pi_value))
assert worst < 1e-6
assert table[0][2] < 1e-16*table[0][1]
assert table[-1][2] < 1e-16*table[-1][1]
assert abs(forward_cross_section(tl, S)/table[0][1] - 1) < 1e-6

nodes, weights = leggauss(24)
parts = np.array([recombination(tl, J, np.arccos(u)) for u in nodes])
flip_total, keep_total = 2*pi*weights @ parts
rr_total = flip_total + keep_total
pi_total = photo_total(tl, photo)
assert abs(rr_total/(factor*pi_total) - 1) < 1e-6

# ---- weak relativity: model charges with p = Z ----
light = []
for Z in (2, 4):
    s = make_system(Z, float(Z), 6)
    f, g = forward_terms(s)
    Sf, Sm = sum(f.values()), sum(g.values())
    a = absorption_amplitudes(s)
    side = 2*(s.k/s.p)**2*photo_differential(s, a, pi/2)
    ratio = forward_cross_section(s, Sf)/side
    nu = Z/s.p
    w_nr = (Z*Z + s.p**2)/2
    stobbe = (512*pi**2/(3*c*Z*Z)*(Z*Z/2/w_nr)**4
              * np.exp(-4*nu*np.arctan(1/nu))/(1 - np.exp(-2*pi*nu)))
    quotient = photo_total(s, a)/stobbe
    assert abs(quotient - 1) < 0.01
    light.append((Z, ratio, quotient, abs(Sf - Sm)**2/abs(Sf)**2,
                  abs(Sm)**2/abs(Sf)**2))
exponent = np.log2(light[1][1]/light[0][1])
assert abs(exponent - 4) < 0.25

# ---- report ----
kev = const.physical_constants['Hartree energy in eV'][0]/1e3
barn = const.physical_constants['Bohr radius'][0]**2/1e-28
print(f"speed of light c = {c:.6f} a.u.")
print(f"thallium Z = {tl.Z}, largest |kappa| = {tl.kmax}")
print(f"electron kinetic energy = {tl.T:.3f} hartree")
print(f"electron momentum p = {tl.p:.5f} a.u.")
print(f"electron speed / c = {c*tl.p/tl.E:.5f}")
print(f"1s binding energy = {tl.binding:.3f} hartree")
print(f"photon energy = {tl.omega:.3f} hartree = {tl.omega*kev:.3f} keV")
print(f"photon momentum k = {tl.k:.5f} a.u.")
print(f"Sommerfeld parameter nu = {81*tl.E/(c*c*tl.p):.5f}")
print(f"detailed-balance factor 2(k/p)^2 = {factor:.6f}")
print(f"total PI, one 1s electron = {pi_total:.6e} a0^2"
      f" = {pi_total*barn:.4f} barn")
print(f"total RR into empty 1s = {rr_total:.6e} a0^2"
      f" = {rr_total*barn:.4f} barn")
print(f"spin-flip fraction of total RR = {flip_total/rr_total:.6f}")
print("angle(deg)  RR flip  RR non-flip  PI   (all a0^2/sr)")
for deg, flip, keep, value in table:
    print(f"{deg:4d}  {flip:.5e}  {keep:.5e}  {value:.5e}")
print(f"RR at 0 deg = {table[0][1]*barn:.6f} barn/sr")
print(f"largest relative RR-PI balance error = {worst:.1e}")
print(f"forward sum S = {S.real:.6e} {S.imag:+.6e} i a.u.")
print(f"electric part = {S_el.real:.6e} {S_el.imag:+.6e} i a.u.")
print(f"magnetic part = {S_mag.real:.6e} {S_mag.imag:+.6e} i a.u.")
print(f"|electric|^2/|S|^2 = {abs(S_el)**2/abs(S)**2:.5f}")
print(f"|magnetic|^2/|S|^2 = {abs(S_mag)**2/abs(S)**2:.5f}")
cross = 2*(S_el*np.conj(S_mag)).real/abs(S)**2
print(f"interference/|S|^2 = {cross:.5f}")
print("kappa: |full term|, |magnetic part| of S (a.u.)")
for kap in (-1, 1, -2, 2, -3):
    print(f"{kap:3d}: {abs(full[kap]):.5e}, {abs(magnetic[kap]):.5e}")
print(f"change of S without last 3 |kappa| = {convergence:.1e}")
print("model Z, p=Z: RR(0)/RR(90), PI/Stobbe, |E|^2/|S|^2, |M|^2/|S|^2")
for Z, ratio, quotient, el, ma in light:
    print(f"{Z:2d}: {ratio:.5e}, {quotient:.6f}, {el:.5f}, {ma:.5f}")
print(f"power of Z in RR(0)/RR(90) = {exponent:.4f}")
print("done: every assertion held")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
thallium Z = 81, largest |kappa| = 18
electron kinetic energy = 8000.000 hartree
electron momentum p = 139.31291 a.u.
electron speed / c = 0.71291
1s binding energy = 3631.666 hartree
photon energy = 11631.666 hartree = 316.514 keV
photon momentum k = 84.88037 a.u.
Sommerfeld parameter nu = 0.82912
detailed-balance factor 2(k/p)^2 = 0.742441
total PI, one 1s electron = 1.242281e-06 a0^2 = 34.7874 barn
total RR into empty 1s = 9.223200e-07 a0^2 = 25.8276 barn
spin-flip fraction of total RR = 0.102329
angle(deg)  RR flip  RR non-flip  PI   (all a0^2/sr)
   0  3.08770e-09  8.26287e-40  4.15884e-09
  30  7.16780e-09  2.62860e-07  3.63702e-07
  60  1.48857e-08  1.08929e-07  1.66767e-07
  90  7.42492e-09  2.62659e-08  4.53784e-08
 120  3.42147e-09  6.37389e-09  1.31934e-08
 150  2.84106e-09  1.20438e-09  5.44884e-09
 180  2.97981e-09  2.46684e-40  4.01353e-09
RR at 0 deg = 0.086464 barn/sr
largest relative RR-PI balance error = 3.3e-14
forward sum S = -5.405836e-04 -4.117158e-03 i a.u.
electric part = -4.124514e-03 +3.562110e-03 i a.u.
magnetic part = 3.583931e-03 -7.679268e-03 i a.u.
|electric|^2/|S|^2 = 1.72243
|magnetic|^2/|S|^2 = 4.16487
interference/|S|^2 = -4.88730
kappa: |full term|, |magnetic part| of S (a.u.)
 -1: 2.67784e-03, 2.67784e-03
  1: 3.60797e-03, 0.00000e+00
 -2: 7.01830e-03, 2.72683e-03
  2: 7.69277e-03, 5.88530e-04
 -3: 6.00303e-03, 2.93326e-03
change of S without last 3 |kappa| = 4.0e-05
model Z, p=Z: RR(0)/RR(90), PI/Stobbe, |E|^2/|S|^2, |M|^2/|S|^2
 2: 8.33233e-09, 1.000036, 1.85515, 0.68599
 4: 1.31341e-07, 1.000145, 1.89109, 0.70260
power of Z in RR(0)/RR(90) = 3.9785
done: every assertion held
```
